# Why a neutral slab barrier is not a constant-potential barrier

A reaction barrier computed on a neutral slab can be assigned to an electrode potential at which it was never evaluated. In the model worked out below, a 3×3 cell gives 0.517 eV with the electron number fixed and 0.484 eV with the potential held at its initial value. At 300 K, with equal prefactors, the difference changes a rate by a factor of about 3.5. Enlarging the cell removes this discrepancy, but at a chosen potential 0.5 V from that of the clean surface a different one remains, which tends to about 0.04 eV, not to zero, as the surface grows.

## The belief and its appeal

The belief is this: the slab is neutral at the start of the reaction and neutral at the transition state, no charge has been added or removed, and so both states belong to the same electrode potential.

The premise is correct and the reasoning is tempting. The two energies refer to the same number of electrons, so their difference needs no electron reservoir. A metal slab also has one Fermi level throughout, which looks like a fixed potential. But electrode potential is not the Fermi level on an arbitrary energy scale. It is the Fermi level relative to the electrolyte, and a moving charged or polar adsorbate can change that separation even when the total charge stays zero.

Let \(\Phi\) be the energy needed to take an electron from the Fermi level to the region beyond the electrolyte countercharge. I call it the work function. A fixed electrode potential means a fixed \(\Phi\). A neutral calculation fixes the charge and lets \(\Phi\) vary.

## How the work function moves

Let \(z\) point from the metal to the electrolyte, and let \(\bar\rho(z)\) be the charge density averaged over the cell area \(A\). Charges are counted in units of \(e\), so energies in eV and potentials in V have the same numerical values. Poisson's equation is

\[
\frac{d^2V}{dz^2}=-\frac{\bar\rho(z)}{\varepsilon_0}.
\]

For a neutral slab whose countercharge is also zero, the averaged field vanishes on both sides. Integration by parts gives

\[
V(\infty)-V(-\infty)=\int \frac{dV}{dz}\,dz
=\left[z\frac{dV}{dz}\right]_{-\infty}^{\infty}-\int z\frac{d^2V}{dz^2}\,dz .
\]

The boundary term is zero because the field is zero there. Inserting Poisson's equation turns the minus sign into a plus sign:

\[
V(\infty)-V(-\infty)=\frac{1}{\varepsilon_0}\int z\bar\rho(z)\,dz=\frac{p}{\varepsilon_0A},
\qquad p=\sum_i q_i z_i .
\]

Here \(p\) is the outward dipole of the whole cell. It does not depend on the origin of \(z\), because the total charge is zero.

A positive \(p\) raises the electrostatic potential outside. An electron has negative charge, so its energy outside falls by the same amount. If the deep metal and the back face are unchanged by the reaction, the neutral work function is therefore

\[
\Phi_0=\Phi_{\rm clean}-\frac{p}{\varepsilon_0A}.
\]

Let IS and TS denote the initial and transition states, and let \(\Delta\) mean TS minus IS. Then

\[
\Delta\Phi=\Phi_{\rm TS}-\Phi_{\rm IS}=-\frac{\Delta p}{\varepsilon_0A}.
\]

Neutrality fixes the sum of the charges. It does not fix their first moment, and the first moment sets the work function.

## The energy at fixed potential

Let \(Q\) be the total charge of slab plus adsorbate, with \(-Q\) in the electrolyte. Positive \(Q\) means that electrons have been removed. Removing \(dQ\) electrons to the reference region costs \(\Phi\,dQ\), hence

\[
\Phi(s,Q)=\frac{\partial E(s,Q)}{\partial Q},
\]

where \(s\) is the position along the path. I assume linear charge response, with a positive capacitance \(C(s)\) of the whole cell:

\[
\Phi(s,Q)=\Phi_0(s)+\frac{Q}{C(s)}.
\]

Integrating from zero charge gives

\[
E(s,Q)=E_0(s)+\Phi_0(s)Q+\frac{Q^2}{2C(s)}.
\]

An electrode held at the target work function \(\Phi_t\) exchanges electrons with a reservoir. The removed electrons enter the reservoir at energy \(-\Phi_t\) each, which contributes \(-\Phi_tQ\). The relevant energy is the grand potential

\[
\Omega(s)=\min_Q\left[E(s,Q)-\Phi_tQ\right].
\]

Setting the derivative with respect to \(Q\) to zero gives

\[
\Phi_0+\frac{Q}{C}-\Phi_t=0,
\qquad Q=C(\Phi_t-\Phi_0).
\]

This is a minimum because the second derivative is \(1/C>0\). Substitution yields

\[
\Omega=E_0-(\Phi_t-\Phi_0)Q+\frac{Q^2}{2C}
=E_0-C(\Phi_t-\Phi_0)^2+\frac C2(\Phi_t-\Phi_0)^2,
\]

and therefore

\[
\Omega(s)=E_0(s)-\frac{C(s)}2\left[\Phi_t-\Phi_0(s)\right]^2 .
\]

The two energies agree where the neutral work function equals the target. Agreement at one point of the path does not carry over to the next.

## The difference between the barriers

Define \(X=\Phi_{\rm IS}-\Phi_t\) and \(\Delta C=C_{\rm TS}-C_{\rm IS}\). Since \(\Phi_{\rm TS}-\Phi_t=X+\Delta\Phi\), subtracting the two end points gives

\[
\Delta E_0-\Delta\Omega
=\frac{C_{\rm TS}}2(X+\Delta\Phi)^2-\frac{C_{\rm IS}}2X^2 .
\]

Expanding the square,

\[
\Delta E_0-\Delta\Omega
=\frac{C_{\rm TS}}2(\Delta\Phi)^2+C_{\rm TS}\,\Delta\Phi\,X+\frac{\Delta C}{2}X^2 .
\]

Suppose first that the potential is the one the neutral initial state happens to have. Then \(X=0\), and the difference is

\[
\delta=\frac{C_{\rm TS}}2(\Delta\Phi)^2 .
\]

It cannot be negative, so with both end points held at their neutral geometries the neutral barrier is never the lower one, and it is the higher one whenever \(\Delta\Phi\ne0\). This sign does not rely on linear response. Zero charge is one of the trial values in the minimization over \(Q\), so \(\Omega(s)\le E_0(s)\). If \(E\) is convex in \(Q\), equality holds at IS, where zero charge already gives the target work function.

The general result also shows which potential a neutral barrier does represent. If the two capacitances are equal to \(C\), the last term vanishes and

\[
\Delta E_0-\Delta\Omega=C\,\Delta\Phi\left(\frac{\Phi_{\rm IS}+\Phi_{\rm TS}}2-\Phi_t\right).
\]

For \(\Delta\Phi\ne0\), the neutral barrier then equals the constant-potential barrier at the mean of the two end-point work functions. That mean changes with cell size.

## A model in which both barriers can be computed

The model metal has three layers of a simple-cubic lattice with spacing 3.0 Å. Its atoms carry adjustable Gaussian charges. Two unit charges at distance \(r\) interact through the Coulomb energy multiplied by \(\mathrm{erf}(\alpha r)\), with \(\alpha=1.0\) Å\(^{-1}\). The clean work function is 5.00 eV. A uniform plane 5.0 Å above the top atoms carries the countercharge, and there is no solvent dielectric.

One positive adsorbate per cell moves from a hollow site, \(s=0\), to a bridge site, \(s=1/2\). Its height above the top atomic plane is

\[
z_{\rm ad}(s)=1.5+\sin^2(\pi s)\quad\text{Å}.
\]

Its charge can change, at an energy cost \(\tfrac12(50\ \mathrm{eV}/e^2)(q-0.4e)^2\), which replaces its own Coulomb self-energy. A short-range energy \(0.30\sin^2(\pi s)\) eV is added. The height is prescribed, not relaxed, and the ion is confined to this path, so "transition state" here means the highest point along it. Symmetry makes both end points stationary in \(s\), and path scans confirmed that they are the lowest and highest sampled points for every cell and target used here.

The charges were solved separately under the two constraints: fixed total charge, and fixed work function. The barrier formula agreed with these solutions. The dipole formula for \(\Delta\Phi\) was tested to within 1% of the shift.

In the 3×3 cell, \(A=81\) Å\(^2\). The dipole grows from 0.607 to 0.972 \(e\)Å, a change of 0.365 \(e\)Å. With \(1/\varepsilon_0=180.95\) V Å/\(e\),

\[
\Delta\Phi=-\frac{180.95\times0.3651}{81}\ \mathrm{eV}=-0.816\ \mathrm{eV}.
\]

The neutral work function falls steadily at the sampled points, from 3.645 eV at the hollow to 3.362 eV at \(s=0.2\) and 2.829 eV at the bridge. No electron has left the cell, yet the electrode potential has moved by 0.816 V.

The capacitance at the bridge is 0.0970 \(e\)/V, so

\[
\delta=\tfrac12(0.0970)(0.816)^2\ \mathrm{eV}=0.032\ \mathrm{eV}.
\]

This is the gap between the barriers, which are 0.5167 and 0.4844 eV before rounding to three decimals. To hold the potential, the reservoir must remove

\[
Q_{\rm TS}=-C_{\rm TS}\Delta\Phi=0.0970\times0.816\,e=0.079\,e .
\]

The sign makes sense: lifting the positive ion lowers the work function, and withdrawing electrons raises it back.

A control path keeps the lateral hop and the short-range energy but leaves the ion at its initial height. The shift is then only 0.011 eV, and \(\delta\) is below 0.0001 eV. In this model the rise of the ion, not the lateral hop, causes the discrepancy.

## Why a larger surface helps

Keep one reaction event per cell and enlarge the area. Far from the adsorbate the surface is clean, so the capacitance approaches \(cA\), where \(c\) is the clean capacitance per area. I take the adsorbate's correction to remain finite as \(A\) grows; the computed values support this, with \(C_{\rm TS}-cA\) close to 0.005 \(e\)/V from the smallest cell to the largest.

The dipole change also approaches a finite value. To leading order,

\[
\delta\to\frac{cA}{2}\left(\frac{\Delta p}{\varepsilon_0A}\right)^2
=\frac{c(\Delta p)^2}{2\varepsilon_0^2A}.
\]

The squared shift falls as \(1/A^2\), while the capacitance grows as \(A\). Their product falls as \(1/A\).

The exchanged charge behaves differently:

\[
Q_{\rm TS}=-C_{\rm TS}\Delta\Phi\to cA\,\frac{\Delta p}{\varepsilon_0A}
=\frac{c\,\Delta p}{\varepsilon_0}.
\]

It does not vanish. A larger surface can supply the same charge with a smaller change of potential.

Here \(\delta\) refers to the potential of each cell's own initial state:

| Cell | \(\Delta\Phi\) (eV) | \(Q_{\rm TS}\) (\(e\)) | \(\delta\) (eV) |
|---|---:|---:|---:|
| 2×2 | −1.587 | 0.073 | 0.058 |
| 3×3 | −0.816 | 0.079 | 0.032 |
| 4×4 | −0.478 | 0.081 | 0.019 |
| 6×6 | −0.218 | 0.081 | 0.009 |
| 10×10 | −0.079 | 0.081 | 0.003 |

Between the two smallest cells, \(\delta\) falls only as the power −0.72 of the area. Between 8×8 and 10×10 the power is −0.997. The slow start follows from \(\delta A=\tfrac12(C_{\rm TS}/A)(\Delta p/\varepsilon_0)^2\). From 2×2 to 10×10, \(\Delta p\) rises from 0.316 to 0.393 \(e\)Å, which multiplies \(\delta A\) by 1.55. The fall in capacitance per area multiplies it by 0.89. Together they give the computed increase by 1.38.

The gap \(\delta\) is not the full finite-size error. The neutral barrier falls from 0.669 eV in the 2×2 cell to 0.426 eV in the 10×10 cell, a change of 0.243 eV, whereas \(\delta\) in the smallest cell is 0.058 eV. Most of that change arises because the initial state's own potential drifts with cell size: its work function is 2.05 eV in the 2×2 cell and 4.88 eV in the 10×10 cell. At a common target of 5.00 eV, subtracting the printed barrier difference from the neutral barrier gives constant-potential barriers between 0.374 and 0.413 eV for all the cells. Holding the potential constant thus removes most of the size dependence of the smallest cells, but the periodic copies still matter. It is not a general cure: both barriers tend to the same large-area value, and from 6×6 upward the neutral one is the closer to it. Between 8×8 and 10×10 the neutral barrier changes by 0.003 eV and the barrier at 5.00 eV by 0.005 eV.

Area helps because the event becomes dilute. If a cell is replicated and every copy reacts together, \(\Delta p\) and \(A\) grow in proportion. The shift \(\Delta\Phi\) is unchanged, the capacitance grows with the number of events, and \(\delta\) per event does not shrink.

## Where a larger surface does not help

Suppose the barrier is wanted at a chosen potential, not at whatever potential a neutral cell produces. Then \(\Phi_t\) must be kept fixed as \(A\) grows. The initial work function tends to \(\Phi_{\rm clean}\), so \(X\) tends to

\[
X_\infty=\Phi_{\rm clean}-\Phi_t .
\]

In the general barrier difference, the term quadratic in \(\Delta\Phi\) vanishes as \(1/A\). In the cross term, however, the factor \(A\) from the capacitance cancels the \(1/A\) from the shift:

\[
\Delta E_0-\Delta\Omega\to
-\frac{c\,\Delta p}{\varepsilon_0}X_\infty+\frac{\Delta C}{2}X_\infty^2 .
\]

The first term is minus the energy of the dipole change in the field of a charged electrode. A clean surface at \(\Phi_t\) carries charge per area \(-cX_\infty\), and hence an outward field \(-cX_\infty/\varepsilon_0\). The energy of \(\Delta p\) in that field is \(+c\,\Delta p\,X_\infty/\varepsilon_0\). It is part of \(\Delta\Omega\) but not of \(\Delta E_0\), because the neutral slab lacks this field at every size.

Take \(\Phi_t=4.5\) eV, so \(X_\infty=0.5\) eV. The 10×10 dipole gives \(c\Delta p/\varepsilon_0=0.0806\,e\), and the first term is

\[
-0.0806\times0.5\ \mathrm{eV}=-0.0403\ \mathrm{eV}.
\]

Including the small capacitance term gives −0.0399 eV. Extrapolating the separately solved barriers from the two largest cells gives −0.0401 eV. The sign is now reversed: the neutral barrier is too low. The electrode at 4.5 eV is negatively charged compared with the clean neutral surface, so it attracts the positive ion and makes lifting it harder.

The approach to this limit can mislead. The difference \(\Delta E_0-\Delta\Omega\) at 4.5 eV is 0.101 eV in the 3×3 cell, 0.041 eV in the 4×4 cell, −0.004 eV in the 6×6 cell and −0.027 eV in the 10×10 cell. The near agreement at 6×6 is not convergence. The mean of the end-point work functions there is

\[
\frac{4.657+4.439}{2}\ \mathrm{eV}=4.548\ \mathrm{eV},
\]

which happens to lie close to the target. By the mean-potential result above, the neutral barrier must then be nearly right. In a larger cell the mean moves on towards 5.00 eV and the agreement is lost.

The clean-surface potential is a special case. For \(\Phi_t=\Phi_{\rm clean}\), the end-point differences are \(-p_{\rm TS}/(\varepsilon_0A)\) and \(-p_{\rm IS}/(\varepsilon_0A)\), so

\[
\Delta E_0-\Delta\Omega\to
\frac{c\left(p_{\rm TS}^2-p_{\rm IS}^2\right)}{2\varepsilon_0^2A}.
\]

This does vanish with area, but with a different coefficient. In the 10×10 cell it is 0.013 eV, about four times the value of \(\delta\) at the initial state's own potential. A statement that the error shrinks therefore has to name the potential.

## Putting the slab at the intended potential

A fixed-charge calculation can be used at another potential if it starts with the right charge. Choose \(Q_0\) so that the initial state has the target work function:

\[
Q_0=C_{\rm IS}(\Phi_t-\Phi_{\rm IS})=-C_{\rm IS}X .
\]

Write \(Q=Q_0+y\). The energy about this charge is

\[
E(s,Q_0+y)=E(s,Q_0)+\Phi(s,Q_0)y+\frac{y^2}{2C(s)} .
\]

Minimizing \(E-\Phi_t(Q_0+y)\) over \(y\), as before, gives

\[
\Omega(s)=E(s,Q_0)-\Phi_tQ_0-\frac{C(s)}2\left[\Phi_t-\Phi(s,Q_0)\right]^2 .
\]

The term \(\Phi_tQ_0\) is the same at both end points and cancels from the barrier. The last term is zero at IS by the choice of \(Q_0\). The fixed-charge barrier thus exceeds the constant-potential barrier by

\[
\delta_{Q_0}=\frac{C_{\rm TS}}2\left[\Phi(\mathrm{TS},Q_0)-\Phi_t\right]^2 .
\]

To find its scaling, subtract the two work functions at charge \(Q_0\):

\[
\Phi(\mathrm{TS},Q_0)-\Phi_t
=\Delta\Phi+Q_0\left(\frac1{C_{\rm TS}}-\frac1{C_{\rm IS}}\right)
=\Delta\Phi+\frac{X\,\Delta C}{C_{\rm TS}} .
\]

The last step uses \(Q_0=-C_{\rm IS}X\). Both terms fall as \(1/A\) when \(\Delta C\) stays finite, so \(\delta_{Q_0}\) also falls as \(1/A\). The initial charge supplies the missing field, and a large area then keeps the potential nearly constant during the event.

For a neutral calculation, the work functions and capacitances of both end points are enough to estimate the correction within linear response. The estimate assumes that the end-point geometries do not move. In general they can. At the initial state's own potential, with \(\Phi_0'=d\Phi_0/ds\), differentiating \(\Omega(s)\) twice at IS gives

\[
\Omega''=E_0''-C(\Phi_0')^2 ,
\]

because terms containing \(\Phi_0-\Phi_t\) vanish there. The neutral minimum remains stationary, but if \(\Phi_0'\ne0\) there, it is softer and can even become unstable. A transition state not fixed by symmetry can shift as well, and must then be located again at constant potential.

The quadratic formulas also fail when the capacitance changes appreciably over the required range of charge, for example when the Fermi level crosses a gap. One must then integrate the actual relation between charge and work function. The numerical sizes found here belong to a model without solvent screening and should not be transferred to a particular electrode. The neutral barrier does not depend on the height of the countercharge plane, but \(\delta\) and the surviving field term scale with the capacitance that this height sets: moving the plane from 5 to 10 Å roughly halves both. The model's \(c\), 1.8 μF/cm\(^2\), is about an order of magnitude below that of a typical aqueous double layer, and the work functions of the smallest cell, down to 0.46 eV, lie outside the range of real metal surfaces. The numerical output below gives the remaining cells and intermediate values.

## Values computed for the example and the checks

```
lattice spacing 3.0 A; metal layers 3
Gaussian parameter 1.0 1/A; plane height 5.0 A
clean work function 5.00 eV
preferred ion charge 0.40 e; stiffness 50.0 eV/e^2
IS height 1.5 A; lift to TS 1.0 A
short-range barrier part 0.30 eV
1/eps0 = 180.951 V A/e
bare capacitance per area 0.001134 e/(V A^2)
the same = 1.82 microF/cm^2
3x3 path: s, neutral Phi (eV), neutral E (eV), Omega (eV)
  0.0  3.6449  0.00000  0.00000
  0.1  3.5669  0.04793  0.04764
  0.2  3.3615  0.17689  0.17309
  0.3  3.1082  0.33837  0.32460
  0.4  2.9058  0.46780  0.44141
  0.5  2.8293  0.51669  0.48442
Target = Phi_IS: cell, area (A^2), barriers E0, Omega, delta (eV)
  2x2  36  0.66895  0.61111  0.05784
  3x3  81  0.51669  0.48442  0.03227
  4x4  144  0.46622  0.44696  0.01926
  6x6  324  0.43668  0.42787  0.00881
  8x8  576  0.42894  0.42395  0.00499
  10x10  900  0.42611  0.42291  0.00320
Cell, Phi_IS, Phi_TS, shift (eV), C_TS (e/V), Q_TS (e)
  2x2  2.0476  0.4603  -1.5873  0.04592  0.07288
  3x3  3.6449  2.8293  -0.8156  0.09702  0.07913
  4x4  4.2314  3.7532  -0.4782  0.16848  0.08056
  6x6  4.6569  4.4394  -0.2175  0.37265  0.08104
  8x8  4.8068  4.6837  -0.1231  0.65852  0.08103
  10x10  4.8763  4.7974  -0.0789  1.02608  0.08098
Cell, dipole IS, dipole TS, change (e A), delta*area (eV A^2)
  2x2  0.5875  0.9033  0.3158  2.0822
  3x3  0.6067  0.9718  0.3651  2.6136
  4x4  0.6118  0.9924  0.3806  2.7738
  6x6  0.6145  1.0040  0.3894  2.8554
  8x8  0.6152  1.0069  0.3917  2.8719
  10x10  0.6154  1.0080  0.3926  2.8761
log slopes of delta with area: -0.720, -0.897, -0.964, -0.990, -0.997
delta*area from 10x10 dipole 2.8624 eV A^2
exchanged charge from 10x10 dipole 0.08059 e
E0-Omega barrier difference, targets 5.0 and 4.5 eV (eV)
  2x2  0.28720  0.24636
  3x3  0.14251  0.10113
  4x4  0.08216  0.04102
  6x6  0.03681  -0.00386
  8x8  0.02070  -0.01972
  10x10  0.01324  -0.02705
infinite-area estimates -0.00003, -0.04007 eV
offset limit from dipole formula -0.03989 eV
3x3 no-lift control: shift 0.0109 eV, delta 0.000006 eV
3x3 Boltzmann factor of delta at 300 K: 3.484
```
